# Optical and Thermal Ionization Energies of an Oxygen Vacancy: Harmonic Relaxation

## The situation and the two energies

A neutral oxygen vacancy in an oxide film holds electrons that keep the surrounding metal atoms displaced. Light can lift one electron to the conduction band before those atoms have moved. In thermal equilibrium, by contrast, the ionized vacancy is found with its neighbours at their new positions. The two ionization energies therefore refer to different geometries of the same charge state, and a calculation or a fit must keep them apart.

Let $i$ denote the neutral vacancy and $f$ the positive vacancy together with a free electron at the conduction-band edge. Within the Born–Oppenheimer approximation each state has a potential energy surface, $V_i(R)$ and $V_f(R)$, where $R$ collects the atomic positions. The minima are at $R_i$ and $R_f$. The free electron is taken to be spread out, so that it exerts no local force and adds only the fixed band-edge energy to $V_f$. This assumption fails where the electron self-traps as a small polaron or settles in a localized band-tail state; its own relaxation then adds to the energies below. Define

$$E_{\rm th}=V_f(R_f)-V_i(R_i),\qquad E_{\rm opt}=V_f(R_i)-V_i(R_i).$$

The first is the difference of two minima. The second is a vertical difference at the initial geometry. The term $V_i(R_i)$ cancels when they are subtracted:

$$E_{\rm opt}-E_{\rm th}=V_f(R_i)-V_f(R_f)\equiv d_f. \tag{1}$$

This is the energy released when the positive vacancy relaxes from the neutral geometry. Equation (1) needs no harmonic approximation. It gives $d_f\ge 0$ whenever $R_f$ is the lowest minimum of $V_f$. Both energies on its right-hand side belong to the same charge state, so the band-edge energy cancels from $d_f$, although it enters $E_{\rm th}$ and $E_{\rm opt}$ separately.

## Harmonic form of the relaxation energy

Expand $V_f$ about its own minimum, where the linear term vanishes. With stiffness matrix $K_f$,

$$V_f(R)=V_f(R_f)+\tfrac12(R-R_f)^TK_f(R-R_f).$$

Put $\Delta=R_f-R_i$. At $R=R_i$ the displacement is $-\Delta$, and the two minus signs cancel in the quadratic form:

$$d_f=\tfrac12\Delta^TK_f\Delta. \tag{2}$$

The same energy follows from the force that acts just after a vertical transition,

$$F=-\nabla V_f(R_i)=-K_f(R_i-R_f)=K_f\Delta .$$

For a stable minimum $K_f$ can be inverted on the relaxing coordinates, so $\Delta=K_f^{-1}F$ and

$$d_f=\tfrac12F^TK_f^{-1}F=\tfrac12F^T\Delta. \tag{3}$$

To reduce this to one coordinate, let $M$ be the diagonal mass matrix and let $Q$ measure mass-weighted distance along the straight line from $R_i$ to $R_f$. Then $\Delta Q=|M^{1/2}\Delta|$, and $u=M^{1/2}\Delta/\Delta Q$ is a unit vector. Inserting $\Delta=M^{-1/2}u\,\Delta Q$ in (2) gives

$$d_f=\tfrac12\omega_f^2\Delta Q^2,\qquad \omega_f^2=u^TM^{-1/2}K_fM^{-1/2}u. \tag{4}$$

The Huang–Rhys factor $S_f=\omega_f\Delta Q^2/(2\hbar)$ turns this into $d_f=S_f\hbar\omega_f$. For $\omega_f>0$ the two ionization energies coincide only if $\Delta Q=0$. The effective frequency $\omega_f$ reproduces the relaxation energy for any set of harmonic modes, but $u$ is a true normal mode, with $\omega_f$ as its frequency, only if it is an eigenvector of the mass-weighted stiffness matrix.

If $V_f$ also contains a cubic term $c(Q-Q_f)^3/6$, its value at $Q_i$ is $-c\,\Delta Q^3/6$. Equation (4) is then wrong by that amount, while (1) remains valid as long as both minima are located on the full surfaces.

## Why removing an electron displaces the atoms

A small model shows where $\Delta$ comes from. Let $x$ hold the outward displacements of the neighbouring metal atoms, and let two electrons occupy a vacancy level $\varepsilon(x)$. With the band edge as zero of energy and electron repulsion left out,

$$V_i=V_{\rm lat}+2\varepsilon,\qquad V_f=V_{\rm lat}+\varepsilon .$$

Hence $V_f=V_i-\varepsilon$. Since $\nabla V_i(x_i)=0$, the force after ionization is

$$F=-\nabla V_f(x_i)=+\nabla\varepsilon(x_i),\qquad E_{\rm opt}=-\varepsilon(x_i).$$

If the level rises when the neighbours move outward, its electrons pull them inward. Losing one electron weakens that pull, so the force on the neighbours points outward. Their displacements, weighted by these forces, have a positive sum, since (3) gives $F^T\Delta=2d_f>0$. Strong coupling between neighbours can still move some of them inward. A constant repulsion $U$ added to $V_i$ would lower both ionization energies by $U$ and leave their difference unchanged.

If $h$ is the curvature matrix of $\varepsilon$, the stiffness matrices are $K_i=K_{\rm lat}+2h$ and $K_f=K_{\rm lat}+h$. They differ unless $h=0$, so putting $K_i$ in place of $K_f$ in (2) generally gives a wrong $d_f$.

The numerical model has three unequal neighbours, with $V_{\rm lat}=\tfrac12x^TK_{\rm lat}x$ and $\varepsilon=-1\ \text{eV}+g^Tx+\tfrac12x^Thx$. Here $g=(1.0,1.2,1.4)$ eV/Å, $K_{\rm lat}$ has rows $(8,1,0.5)$, $(1,10,1)$, $(0.5,1,12)$ and $h$ has rows $(1,0.2,0)$, $(0.2,0.5,0.1)$, $(0,0.1,1.5)$, both in eV/Å$^2$. Minimizing each surface gives inward displacements of 0.167, 0.179 and 0.167 Å for the neutral vacancy, and 0.093, 0.094 and 0.093 Å for the positive one. The outward relaxation is therefore 0.073, 0.085 and 0.074 Å. With the force components 0.798, 1.061 and 1.132 eV/Å, equation (3) gives

$$d_f=\tfrac12(0.798\times0.073+1.061\times0.085+1.132\times0.074)\ \text{eV}\approx0.116\ \text{eV}.$$

The separately computed energies are $E_{\rm opt}=1.563$ eV and $E_{\rm th}=1.447$ eV, whose difference is also 0.116 eV. Putting the initial stiffness into (2) instead gives 0.127 eV, about 9% above the correct difference. Putting it into (3), where the stiffness is inverted, gives 0.107 eV, about 8% below. The model illustrates the relaxation only. Without repulsion its second electron is removed thermally at 1.168 eV, less than the first, so two positive vacancies lie 0.28 eV above one neutral and one doubly positive vacancy. A repulsion $U$ larger than 0.28 eV is needed to make the positive state stable against this exchange.

## The reverse transition

The initial-state stiffness belongs to the reverse process. When the relaxed positive vacancy captures the electron vertically, the released energy is

$$E_{\rm em}=V_f(R_f)-V_i(R_f).$$

Because $V_i(R_f)=V_i(R_i)+d_i$ with $d_i=\tfrac12\Delta^TK_i\Delta$,

$$E_{\rm em}=E_{\rm th}-d_i,\qquad E_{\rm opt}-E_{\rm em}=d_f+d_i. \tag{5}$$

The three-neighbour model gives $1.447-0.127=1.320$ eV, in agreement with the vertical energy found directly from its surfaces. The thermal energy lies midway between the two vertical energies only if $d_i=d_f$.

## Worked example in one coordinate

The following round model parameters do not describe a named oxide: $E_{\rm th}=1.5$ eV, $\hbar\omega_i=30$ meV, $\hbar\omega_f=25$ meV and $\Delta Q=3$ amu$^{1/2}$ Å. In these units $\hbar^2=4.180\times10^{-3}$ eV amu Å$^2$, and (4) is conveniently evaluated as

$$d_f=\frac{(\hbar\omega_f)^2\Delta Q^2}{2\hbar^2}
=\frac{(0.025)^2\times9}{2\times4.180\times10^{-3}}\ \text{eV}=0.673\ \text{eV}.$$

Thus $S_f=0.673/0.025\approx26.9$ and

$$E_{\rm opt}=1.500+0.673=2.173\ \text{eV},$$

which corresponds to a wavelength of 571 nm. Replacing 0.025 by 0.030 gives $d_i=0.969$ eV, so $E_{\rm em}=1.500-0.969=0.531$ eV. The separation of the vertical energies is 1.642 eV, larger than the thermal ionization energy itself.

## What quantized vibrations change

Place the initial minimum at $Q=0$ with $V_i(0)=0$. For one vibrational coordinate,

$$V_i=\tfrac12\omega_i^2Q^2,\qquad V_f=E_{\rm th}+\tfrac12\omega_f^2(Q-\Delta Q)^2.$$

Let $H_i$ and $H_f$ be the corresponding vibrational Hamiltonians, with eigenstates $|n\rangle$ and $|m\rangle$, and let $p_n$ be the initial thermal populations. If the transition dipole does not depend on $Q$, the line strengths are $p_n|\langle m|n\rangle|^2$. Photon-energy prefactors of the absorption cross-section are not included in this distribution. Completeness of the final states gives the mean transition energy

$$\begin{aligned}
M&=\sum_{nm}p_n|\langle m|n\rangle|^2(E_m^f-E_n^i)\\
&=\sum_n p_n\langle n|H_f-H_i|n\rangle=\langle W\rangle .
\end{aligned}$$

The kinetic energies cancel, leaving

$$W=V_f-V_i=E_{\rm th}+d_f-\omega_f^2\Delta Q\,Q+\tfrac12(\omega_f^2-\omega_i^2)Q^2.$$

By symmetry $\langle Q\rangle=0$. The mean potential energy of an oscillator is half its mean total energy, so $\tfrac12\omega_i^2\langle Q^2\rangle=\tfrac14\hbar\omega_i\coth(\hbar\omega_i/2kT)$, and

$$s^2\equiv\langle Q^2\rangle=\frac{\hbar}{2\omega_i}\coth\frac{\hbar\omega_i}{2kT},$$

$$M=E_{\rm th}+d_f+\tfrac12(\omega_f^2-\omega_i^2)s^2. \tag{6}$$

For equal frequencies the mean is $E_{\rm opt}$ at every temperature. A softer final state lowers it, since the quadratic energy cost of motion about $Q=0$ is then smaller in $f$ than in $i$, while the linear term of $V_f$ averages to zero.

The width follows from $(H_f-E_n^i)|n\rangle=W|n\rangle$. The squared norm of this vector shows that the second moment of the spectrum is $\langle W^2\rangle$. The fourth moment of $Q$ is also needed. Ladder operators give

$$\langle n|Q^4|n\rangle=\left(\frac{\hbar}{2\omega_i}\right)^2(6n^2+6n+3).$$

For thermal populations with mean quantum number $\bar n$, $\langle n^2\rangle=2\bar n^2+\bar n$. The bracket then averages to $12\bar n^2+12\bar n+3=3(2\bar n+1)^2$. As $2\bar n+1=\coth(\hbar\omega_i/2kT)$, this means $\langle Q^4\rangle=3s^4$. Odd moments vanish, so the linear and quadratic parts of $W$ contribute separately:

$$\sigma^2=\omega_f^4\Delta Q^2s^2+\tfrac12(\omega_f^2-\omega_i^2)^2s^4. \tag{7}$$

In the example, (6) gives $M=2.171$ eV at 0 K and 2.168 eV at 300 K, a few meV below $E_{\rm opt}$. The standard deviation grows from 0.118 to 0.164 eV. Sums over vibrational states diagonalized on a grid reproduce (6) and (7) within $10^{-6}$ eV.

This distribution describes transitions to the band edge alone. A photoionization spectrum adds transitions to higher band states, each displaced upward by the electron's band energy. It need not peak at $E_{\rm opt}$, and its vibrational broadening extends below $E_{\rm opt}$. A fitted absorption onset is therefore not automatically a vertical energy.

### The zero-phonon reference

The lowest vibrational levels are separated by

$$E_{00}=E_{\rm th}+\tfrac12\hbar(\omega_f-\omega_i).$$

At zero temperature $s^2=\hbar/(2\omega_i)$. Subtracting $E_{00}$ from (6) gives

$$\begin{aligned}
M(0)-E_{00}&=d_f+\frac{\hbar(\omega_f^2-\omega_i^2)}{4\omega_i}-\frac{\hbar(\omega_f-\omega_i)}2\\
&=d_f+\frac{\hbar(\omega_f-\omega_i)(\omega_f+\omega_i-2\omega_i)}{4\omega_i}\\
&=d_f+\frac{\hbar(\omega_f-\omega_i)^2}{4\omega_i}. 
\end{aligned}\tag{8}$$

The quantum correction to the difference is never negative and vanishes for equal frequencies. Here it is $5^2/(4\times30)\approx0.21$ meV, far below the relaxation energy of 673 meV.

The line at $E_{00}$ is nevertheless very weak when $S_f$ is large. For equal frequencies the two lowest states are Gaussians displaced by $\Delta Q$. Their overlap is $\exp(-\omega_f\Delta Q^2/4\hbar)$, and its square is $e^{-S_f}$. With both quanta at 25 meV this is about $2\times10^{-12}$, which is the fraction of the absorption strength found at $E_{00}$ at 0 K. At 300 K the transitions from each level $n$ to the final level of the same number, which for equal quanta have this same energy, raise the fraction to about $9\times10^{-5}$. Absorption at the relaxed energy is allowed in this model, but it carries very little strength.

## What an equilibrium measurement gives

For the vibrational partition functions $Z_i$ and $Z_f$, with the minima energies included, the slope of $\ln(Z_f/Z_i)$ against $1/kT$ is $-(U_f-U_i)$, where

$$U_f-U_i=E_{\rm th}+\frac{\hbar\omega_f}{2}\coth\frac{\hbar\omega_f}{2kT}-\frac{\hbar\omega_i}{2}\coth\frac{\hbar\omega_i}{2kT}. \tag{9}$$

At high temperature each vibrational term tends to $kT$. They cancel, and the slope energy tends to $E_{\rm th}$. At 300 K the example gives 1.499 eV, already within 1 meV of the limit.

The frequencies do not disappear from the populations. Classically each oscillator contributes $kT/\hbar\omega$, so

$$\frac{Z_f}{Z_i}=\frac{\omega_i}{\omega_f}e^{-E_{\rm th}/kT}.$$

The softer final state gains a factor $30/25=1.2$ in the prefactor, not a change of the classical slope. When real carrier densities are fitted, the density of band states, the spin degeneracies, any shift of the band edge with temperature and the charge balance must be included. Charge balance can change the slope itself: if the vacancies are the only source of carriers, few of them are ionized and the loss of a second electron is negligible, the carrier density varies mainly as $e^{-E_{\rm th}/2kT}$. With compensating acceptors that outnumber the free carriers, the slope approaches the full $E_{\rm th}$. If the second electron is bound more weakly than the first, doubly ionized vacancies can become important, and the slope then no longer gives the energy of the neutral-to-positive transition.

## Equilibrium energy and kinetic barrier

An emission rate raises a different question, because a classical path from $i$ to $f$ must reach a point where the surfaces cross. With $x=Q/\Delta Q$, the crossing condition is

$$d_ix^2=E_{\rm th}+d_f(x-1)^2.$$

Expanding the square and using $E_{\rm th}+d_f=E_{\rm opt}$,

$$(d_i-d_f)x^2+2d_fx-E_{\rm opt}=0.$$

The root of smaller magnitude gives the lower crossing. Rationalizing the quadratic formula puts it in a form that also works at $d_i=d_f$:

$$x=\frac{E_{\rm opt}}{d_f+\sqrt{d_f^2+(d_i-d_f)E_{\rm opt}}},\qquad E_\times=d_ix^2. \tag{10}$$

A negative quantity under the root means that the two parabolas do not cross. In the example the square root is 1.0469 eV, so $x=2.1728/(0.6728+1.0469)\approx1.2635$ and $E_\times=0.9689\times1.2635^2\approx1.547$ eV. The crossing lies 0.047 eV above the final minimum, which is the classical barrier for capture along this coordinate.

For equal curvatures, (10) becomes

$$E_\times=\frac{E_{\rm opt}^2}{4d_f}=E_{\rm th}+\frac{(E_{\rm th}-d_f)^2}{4d_f},$$

where the second form uses $(E_{\rm th}+d_f)^2=(E_{\rm th}-d_f)^2+4E_{\rm th}d_f$. With both quanta at 25 meV the crossing rises to 1.754 eV, although $E_{\rm th}$ and $E_{\rm opt}$ are unchanged. For $E_{\rm th}>3d_f$ it even lies above $E_{\rm opt}$. An activation energy from a rate therefore cannot be inserted for $E_{\rm th}$ without examining the capture barrier. Equation (10) locates the classical crossing along one coordinate. When several coordinates relax, a lower crossing may exist away from the straight line between the minima. The equation does not include tunnelling or predict a rate.

## Use in calculations and in disordered films

The two relaxation energies of one vacancy follow from four total energies: each charge state at each of the two relaxed geometries. In periodic cells these energies must first be corrected for finite cell size. For the positive vacancy, the interaction with its periodic images is screened by the electrons alone at $R_i$, where the ions have not yet responded, but by electrons and ions at $R_f$. The correction therefore does not cancel from $d_f$. The neutral vacancy at $R_f$ needs a correction as well, because its ions are held in the polarized arrangement produced by the positive charge, and this affects $d_i$. The ionization energies also need the band-edge energy, which must be added to the total energy of the positive vacancy to obtain $V_f$. The relaxation energies are

$$d_f=V_f(R_i)-V_f(R_f),\qquad d_i=V_i(R_f)-V_i(R_i),$$

and the effective frequencies follow from $\omega_{f,i}^2=2d_{f,i}/\Delta Q^2$. These frequencies fit the endpoint energies by construction, so intermediate geometries are needed to judge whether the surfaces are harmonic. If relaxation leads to another basin, the endpoint must be stated, because it changes both $E_{\rm th}$ and $d_f$.

In an amorphous oxide each vacancy site $a$ has its own surfaces, and (1) holds for each. Averaging with the same weights on both sides gives

$$\langle E_{\rm opt}^{(a)}\rangle-\langle E_{\rm th}^{(a)}\rangle=\langle d_f^{(a)}\rangle.$$

If the optical and thermal measurements select different sites, the difference of their averages also contains that selection and cannot be read as a relaxation energy alone.

## Table of computed values

```
ONE-COORDINATE EXAMPLE
input thermal ionization energy: 1.500 eV
input initial quantum: 30.0 meV
input final quantum: 25.0 meV
input displacement: 3.00 amu^0.5 angstrom
hbar^2: 4.180159e-03 eV amu angstrom^2
final Huang-Rhys factor: 26.91 (no unit)
final-state relaxation energy: 0.6728 eV
initial-state relaxation energy: 0.9689 eV
optical ionization energy: 2.1728 eV
optical ionization wavelength: 570.6 nm
reverse vertical energy: 0.5311 eV
optical minus reverse vertical energy: 1.6417 eV
crossing coordinate: 3.7905 amu^0.5 angstrom
crossing energy above initial minimum: 1.5467 eV
crossing energy above final minimum: 0.0467 eV
crossing energy, both quanta 25 meV: 1.7542 eV
VIBRATIONAL SUMS
zero-phonon energy: 1.4975 eV
mean transition energy, 0 K: 2.1705 eV
standard deviation, 0 K: 0.1184 eV
mean minus zero-phonon energy, 0 K: 0.67303 eV
its excess over final relaxation: 0.208 meV
same difference, both quanta 25 meV: 0.67282 eV
mean transition energy, 300 K: 2.1684 eV
standard deviation, 300 K: 0.1639 eV
thermal internal-energy difference, 300 K: 1.4991 eV
THREE-NEIGHBOUR MODEL
lattice stiffness rows (eV/angstrom^2): [[8.0, 1.0, 0.5], [1.0, 10.0, 1.0], [0.5, 1.0, 12.0]]
level slope (eV/angstrom): [1.0, 1.2, 1.4]
level curvature rows (eV/angstrom^2): [[1.0, 0.2, 0.0], [0.2, 0.5, 0.1], [0.0, 0.1, 1.5]]
level at zero displacement: -1.000 eV
neutral minimum (angstrom): [-0.1666 -0.1788 -0.1668]
positive minimum (angstrom): [-0.0934 -0.0939 -0.0926]
final force at neutral minimum (eV/angstrom): [0.7976 1.0606 1.1319]
level at neutral minimum: -1.5630 eV
level at positive minimum: -1.3201 eV
optical ionization energy: 1.5630 eV
thermal ionization energy: 1.4468 eV
optical minus thermal: 0.1162 eV
relaxation from final force and stiffness: 0.1162 eV
relaxation with initial stiffness: 0.1267 eV
reverse vertical energy: 1.3201 eV
```
